Why three uniform Euler angles do not give random orientations

**Definitions**

A rotation is written as

R = Rz(α) Ry(β) Rz(γ), 0 ≤ α < 2π, 0 ≤ β ≤ π, 0 ≤ γ < 2π.

Rotations are active and the axes are fixed in the laboratory, so the rightmost factor acts first. A molecular axis that starts along z is carried to

n = (sinβ cosα, sinβ sinα, cosβ).

Angular momentum is in units of ħ. For integer l the rotation matrices are

D^l(R) = e^(−iαJz) e^(−iβJy) e^(−iγJz),
D^l_mk(R) = e^(−imα) d^l_mk(β) e^(−ikγ),

with m and k running from −l to l. They are unitary and satisfy D^l(SR) = D^l(S) D^l(R).

"Random orientation" needs a definition too. A distribution of rotations is called uniform if it is unchanged when every sample R is replaced by SR, for any fixed rotation S. This says that no laboratory direction is preferred. Angle brackets denote averages over the distribution under discussion.

**The belief and its appeal**

The belief is that drawing α, β and γ independently and uniformly from their ranges produces random orientations. Three numbers specify a rotation, and no value of any angle seems to deserve preference. For α and γ the conclusion is right. Moreover, the recipe passes a natural check: its average rotation matrix is zero. Averaging over α and γ removes every entry of R except R_zz = cosβ, and

(1/π) ∫₀^π cosβ dβ = 0.

The averaged molecular axis therefore vanishes, as it should. But this shows that "up" and "down" are balanced, not that all directions are equally likely.

The flaw is visible in the axis n. Uniform α and β give the probability dα dβ/(2π²). The solid angle is dΩ = sinβ dβ dα, so the probability per solid angle is

1/(2π² sinβ), instead of 1/(4π).

The ratio of the two is 2/(π sinβ). It is 2/π at the equator and grows without bound towards the poles: equal steps in β are given equal probability, although the rings they sweep out shrink near the poles.

This settles the matter for an axis. For a full rotation, the correct measure in all three angles is still to be found.

**The measure from quaternions**

A rotation by φ about a unit vector u is represented by the unit quaternion

q = cos(φ/2) + sin(φ/2)(u_x i + u_y j + u_z k),

with i² = j² = k² = −1, ij = k, jk = i, ki = j, and a change of sign when two different units are exchanged. Products of quaternions represent products of rotations, and q and −q represent the same rotation.

Set a = α/2, b = β/2, g = γ/2. The first two factors give, using kj = −i,

(cos a + k sin a)(cos b + j sin b)
= cos a cos b − i sin a sin b + j cos a sin b + k sin a cos b.

Multiply on the right by cos g + k sin g, using ik = −j, jk = i and k² = −1. The components of q = w + xi + yj + zk are

w = cos b (cos a cos g − sin a sin g) = cos b cos σ,
x = sin b (cos a sin g − sin a cos g) = sin b sin δ,
y = sin b (cos a cos g + sin a sin g) = sin b cos δ,
z = cos b (sin a cos g + cos a sin g) = cos b sin σ,

where σ = (α+γ)/2 and δ = (γ−α)/2.

The pair (w, z) has polar radius cos b and polar angle σ; the pair (y, x) has radius sin b and angle δ. In plane polar coordinates the squared line element is (d radius)² + radius² (d angle)², so

dw² + dz² = sin²b db² + cos²b dσ²,
dx² + dy² = cos²b db² + sin²b dδ².

Their sum is db² + cos²b dσ² + sin²b dδ². The three coordinates are orthogonal, and the volume element on the unit sphere in four dimensions is the product of the three lengths:

dV = cos b sin b db dσ dδ.

Here cos b sin b = (sinβ)/2 and db = dβ/2. The Jacobian of (σ, δ) with respect to (α, γ) is (1/2)(1/2) − (1/2)(−1/2) = 1/2. Hence

dV = (1/8) sinβ dα dβ dγ.

Its integral over the Euler ranges is (1/8)(2π)(2)(2π) = π². Increasing γ by 2π adds π to both σ and δ and turns q into −q. The Euler ranges thus cover one half of the sphere, of total volume 2π², and the other half repeats the same rotations. Dividing by π² gives the probability

dP = sinβ dα dβ dγ/(8π²).

It remains to show that this is uniform in the defined sense. Replacing R by SR multiplies q on the left by a fixed unit quaternion p. This map is linear, and |pq| = |p||q| = |q|, so it preserves all lengths in four dimensions. It is an orthogonal map and preserves volume on the sphere. The same argument holds for multiplication on the right.

**Two correct recipes**

Since sinβ dβ = −d(cosβ), the measure factorises into uniform distributions of α, cosβ and γ. With u uniform between 0 and 1, one draws

β = arccos(1 − 2u),

and α and γ uniformly as before.

The second recipe avoids angles. Draw four independent Gaussian numbers of mean zero and variance one. Their joint density is

(2π)^(−2) exp[−(w² + x² + y² + z²)/2],

which depends on the length of the vector alone. No direction in four dimensions is preferred, so the vector divided by its length is uniform on the sphere. Read as a quaternion, it is a uniform rotation. That each rotation is represented twice does no harm, because q and −q are equally likely.

The Gaussian form matters. If four numbers are drawn uniformly from −1 to 1 and then normalised, the probability of a direction is proportional to ∫₀^L r³ dr = L⁴/4, where L is the distance from the centre of the cube to its surface in that direction. L is 1 towards the centre of a face and 2 towards a corner, so the densities there differ by a factor of 16. Discarding points with length above 1 makes L = 1 in every direction and cures the fault.

**What the averages of D^l must be**

Let M = ⟨D^l⟩ for a uniform distribution, with l ≥ 1. Invariance gives M = D^l(S)M for every S. Choose S to be a rotation by φ about z:

M_mk = e^(−imφ) M_mk for every φ.

Every row with m ≠ 0 must vanish. For a general S, the m = 0 row then obeys M_0k = D^l_00(S) M_0k, so it vanishes as well if some S has D^l_00(S) ≠ 1.

To find D^l_00, rotate the spherical harmonic Y_l0(r) = c P_l(cosθ), where c = √[(2l+1)/(4π)]. The rotated function is c P_l(n·r), with r a unit vector, and it equals Σ_m D^l_m0 Y_lm(r). At r = z all harmonics with m ≠ 0 vanish, while Y_l0 = c. Therefore

D^l_00 = P_l(cosβ).

For l ≥ 1 this is not identically 1, so M = 0: every average of D^l vanishes.

The converse holds if all l are included. The entries of R are linear combinations of elements of D^1. Products of elements of D^l and D^l′ are linear combinations of elements of D^L, with L from |l−l′| to l+l′, by the coupling of two angular momenta. Every polynomial in the entries of R is thus a constant plus a finite combination of D^L elements with L ≥ 1. If their averages vanish, the average of the polynomial is the constant, the same as for the uniform distribution. By Weierstrass's theorem, polynomials approximate any continuous function on this closed and bounded set as closely as desired. All continuous functions then have their uniform averages, and the distribution is uniform. This also shows that there is just one uniform distribution.

A finite list of l is not enough. Choose L ≥ 1 outside the list and take the probability [1 + P_L(cosβ)] sinβ dα dβ dγ/(8π²), which is non-negative because P_L ≥ −1. Averaging over α and γ leaves only m = k = 0, and ⟨D^l_00⟩ = ½ ∫₋₁¹ P_l(c)[1 + P_L(c)] dc vanishes for every l ≥ 1 except l = L, by the orthogonality of the Legendre polynomials. A discrete example fails first at l = 4. Take the 24 rotations that map a cube onto itself, with equal weights. The computed sums Σ|⟨D^l_mk⟩|² are zero for l = 1, 2, 3 and 1.0000 for l = 4. The nonzero value has a simple origin. The function

x⁴ + y⁴ + z⁴ − (3/5)r⁴

(x, y, z here being coordinates in space) is unchanged by all 24 rotations. Its Laplacian is 12r² − (3/5)·20r² = 0, so it is a harmonic function of degree 4, that is, an l = 4 function. Averaging over the group leaves it intact, and ⟨D^4⟩ cannot vanish.

**What uniform β gives instead**

With all three angles uniform, the averages over α and γ again remove everything except m = k = 0. What remains is

⟨D^l_00⟩ = (1/π) ∫₀^π P_l(cosβ) dβ.

The generating function of the Legendre polynomials evaluates it. For 0 ≤ t < 1,

Σ_l P_l(cosβ) t^l = (1 − 2t cosβ + t²)^(−1/2)
= (1 − t e^(iβ))^(−1/2) (1 − t e^(−iβ))^(−1/2),

because the product of the two brackets is 1 − t(e^(iβ) + e^(−iβ)) + t². The binomial series is

(1 − v)^(−1/2) = Σ_s a_s v^s, a_s = [1·3·…·(2s−1)]/[2·4·…·(2s)] = C(2s, s)/4^s,

where C denotes a binomial coefficient. Collecting the power t^l gives

P_l(cosβ) = Σ_{s=0}^{l} a_s a_(l−s) e^(i(2s−l)β).

The terms s and l−s have equal coefficients and opposite exponents, so each exponential may be replaced by cos[(2s−l)β]. For a nonzero integer j the average of cos(jβ) from 0 to π is sin(jπ)/(jπ) = 0. Only the term 2s = l survives, and it exists for even l:

⟨D^l_00⟩ = [C(l, l/2)/2^l]² for even l,
⟨D^l_00⟩ = 0 for odd l.

For l = 2 this is (2/4)² = 0.25, for l = 4 it is (6/16)² = 0.140625, and for l = 6 it is (20/64)² = 0.097656. The correct value is zero in each case. The averages of D^l with odd l cannot reveal the error, and l = 2 is the first that does. Quadrature over the three angles, in the numerical check, confirms this pattern for l = 1 to 6.

**Testing a finite sample**

A sample average is not exactly zero even for a correct generator, so the test needs a scale. For N independent rotations R_i, define

T_l = [N/(2l+1)] Σ_mk |(1/N) Σ_i D^l_mk(R_i)|².

Expand the square. The N terms with equal indices each contribute Σ_mk |D^l_mk|² = 2l+1, because D^l is unitary. The N(N−1) terms with different indices contribute on average ‖M‖² = Σ_mk |M_mk|², because the samples are independent. Hence the expected value is

E[T_l] = [N/(2l+1)] (1/N²) [N(2l+1) + N(N−1)‖M‖²]
= 1 + (N−1)‖M‖²/(2l+1).

Correct sampling gives values scattered about 1. A nonzero M raises the expected value above 1 by an amount proportional to N − 1.

The scatter for correct sampling follows from the second moments. For fixed k and k′, let X_mm′ = ⟨D^l_mk (D^l_m′k′)*⟩. Invariance gives D^l(S) X D^l(S)† = X, so X commutes with all rotations and hence with Jz and J₊. Commuting with Jz makes X diagonal; commuting with J₊ makes its diagonal entries equal. Its trace is ⟨Σ_m D^l_mk (D^l_mk′)*⟩, which is 1 for k = k′ and 0 otherwise by unitarity. Different elements are therefore uncorrelated, and each has mean square 1/(2l+1).

This survives a change to real spherical harmonics, which is unitary and makes D^l a real matrix. For large N, T_l is then the mean of (2l+1)² squares of independent standard Gaussian variables. Each square has variance 2, so the standard deviation of T_l is √2/(2l+1).

With N = 40000 rotations per recipe, the computed values are:

Recipe: T_1, T_2, T_3, T_4
Uniform β: 1.15, 510.87, 1.27, 90.35
Uniform cosβ: 2.07, 0.79, 1.10, 1.10
Gaussian quaternion: 0.98, 1.17, 0.89, 1.07
Cube quaternion: 0.86, 334.53, 24.47, 19.18

For uniform β the expected T_2 is 1 + 39999 × 0.25²/5 ≈ 501, close to the sampled 511. The values at l = 1 and 3 look healthy, as the derivation predicts. The largest value for a correct recipe, 2.07 at l = 1, lies about 2.3 standard deviations above 1, since √2/3 ≈ 0.47. That is a sizeable fluctuation, but tiny beside the failures at l = 2.

The expected value was also tested on 400 batches of 50 rotations. The mean T_2 was 0.983 ± 0.014 for Gaussian quaternions, against the predicted 1, and 1.591 ± 0.022 for uniform β, against 1 + 49 × 0.25²/5 = 1.6125. The uncertainties are standard errors. With only 50 rotations the expected excess, 0.61, is about twice the scatter √2/5 ≈ 0.28 of a correct generator, so a single batch can easily miss the error; with 40000 it is unmistakable.

The cube quaternion also passes at l = 1. The entries of R are quadratic in q: off the diagonal they contain products of different components, which average to zero, and on the diagonal two squares with a plus sign and two with a minus sign, which cancel on average.

At l = 2 it fails. From the components above,

cosβ = cos²b − sin²b = w² + z² − x² − y².

Let A be the average fourth power of one component and B the average product of two different squared components. Squaring cosβ gives 4A + 4B − 8B = 4A − 4B. Since (w² + x² + y² + z²)² = 1, also 4A + 12B = 1. Eliminating B,

⟨cos²β⟩ = (16A − 1)/3,
⟨D^2_00⟩ = (3⟨cos²β⟩ − 1)/2 = 8A − 1.

The cube divides into eight equal pyramids, one per face, with their apex at the centre. Each slice of a pyramid parallel to its face is a scaled copy of that face, so a function of direction alone has the same average over a pyramid as over its face, and its average over the cube is the mean of the eight face averages. The quantity 4A is the average of (w⁴ + x⁴ + y⁴ + z⁴)/(w² + x² + y² + z²)² over the unnormalised points. This function is unchanged by permuting the components or changing their signs, so all eight faces give the same value and one face suffices. Integrating it over the face w = 1 gives ⟨D^2_00⟩ = 2(4A) − 1 = −0.1434; the sample gives −0.1446. The negative sign means that molecular axes are depleted near the poles, in the sense that ⟨cos²β⟩ < 1/3, the opposite of the error from uniform β.

**A false alignment**

Consider a model molecule whose polarizability is 30 atomic units along its axis and 12 across it. The anisotropy is Δ = 30 − 12 = 18, and the mean is (30 + 12 + 12)/3 = 18, both in atomic units. In the laboratory the tensor is

A_ij = 12 δ_ij + 18 n_i n_j.

Averaging over α removes the off-diagonal elements and gives ⟨n_x²⟩ = ⟨n_y²⟩ = ⟨sin²β⟩/2. For uniform orientations,

⟨cos²β⟩ = ½ ∫₋₁¹ c² dc = 1/3,

so each diagonal element is 12 + 18/3 = 18 atomic units. The gas is isotropic.

For uniform β, ⟨cos²β⟩ = ⟨sin²β⟩ = 1/2, and

zz: 12 + 18 × 1/2 = 21 atomic units,
xx and yy: 12 + 18 × 1/4 = 16.5 atomic units.

The simulated gas appears aligned along z although nothing aligns it. The sign and size of this error hold for an axis that starts along z. An axis that starts along x has n_z = −sinβ cosγ, so ⟨n_z²⟩ = 1/4, and uniform β then gives zz = 16.5 and xx = yy = 18.75 atomic units, an error of the opposite sign. The figures below refer to the axis that starts along z. The zz element is too large by Δ/6 = 3 atomic units, about 17% of the correct value. The trace is still 54 atomic units, so a check of the mean polarizability would miss the fault. More samples do not help: the 40000 rotations with uniform β gave 21.03 atomic units for zz, and the Gaussian quaternions gave 18.02.

The crowding at the poles is stronger than these averages suggest. The fraction of axes within 10° of either pole should be 1 − cos 10° = 0.01519. Uniform β gives 20/180 = 0.11111, too many by a factor of 7.31. For a small cap of half-angle ε, in radians, the factor is (2ε/π)/(ε²/2) = 4/(πε), so it grows as the cap shrinks.

How much damage the wrong recipe does depends on the quantity averaged. A quantity linear in the entries of R, such as a component of a dipole moment fixed in the molecule, still averages correctly to zero. A second-rank tensor contains l = 2 and in general does not. Replacing uniform β by uniform cosβ removes the error for every l.

Table of computed values

```
All values dimensionless unless a unit is given
Volume element, largest error: 1.2e-11
Exact averages by quadrature:
 l=1: uniform beta <D_00> = 0.000000, correct max|<D>| = 6e-16
 l=2: uniform beta <D_00> = 0.250000, correct max|<D>| = 8e-16
 l=3: uniform beta <D_00> = 0.000000, correct max|<D>| = 3e-16
 l=4: uniform beta <D_00> = 0.140625, correct max|<D>| = 2e-16
 l=5: uniform beta <D_00> = 0.000000, correct max|<D>| = 2e-16
 l=6: uniform beta <D_00> = 0.097656, correct max|<D>| = 4e-16
Cube rotation group, number of rotations: 24
Cube group, sum |<D^l_mk>|^2 for l=1..4: 0.0000 0.0000 0.0000 1.0000
Samples per recipe N = 40000
T_l for l = 1, 2, 3, 4:
 uniform beta: 1.15 510.87 1.27 90.35
 uniform cos(beta): 2.07 0.79 1.10 1.10
 Gaussian quaternion: 0.98 1.17 0.89 1.07
 cube quaternion: 0.86 334.53 24.47 19.18
Sampled <D^2_00>:
 uniform beta: 0.2525
 uniform cos(beta): -0.0015
 Gaussian quaternion: 0.0018
 cube quaternion: -0.1446
Cube quaternion, <D^2_00> by face integral: -0.1434
Gaussian quaternion, KS p-value of cos(beta): 0.068
Mean T_2 over 400 batches of 50 rotations:
 Gaussian quaternion: 0.983 +/- 0.014, predicted 1.0000
 uniform beta: 1.591 +/- 0.022, predicted 1.6125
Polarizability parallel: 30.0 a.u.
Polarizability perpendicular: 12.0 a.u.
Mean polarizability: 18.0 a.u.
Anisotropy: 18.0 a.u.
Average xx, yy, zz, correct: 18.000 18.000 18.000 a.u.
Average xx, yy, zz, uniform beta: 16.500 16.500 21.000 a.u.
Sampled zz, uniform beta: 21.030 a.u.
Sampled zz, Gaussian quaternion: 18.022 a.u.
Polar cap half-angle: 10 degrees
Fraction in both caps, uniform beta: exact 0.11111, sampled 0.10990
Fraction in both caps, Gaussian quaternion: exact 0.01519, sampled 0.01582
Excess of axes in the caps, ratio: 7.31
```
